\section*{Melting of a phase-change nanoparticle in a matrix: which interface energies count}

\section{A factor of nine}

Take a crystalline sphere of radius 5 nm embedded in a dielectric. Its bulk melting point is 900 K and its crystal--matrix interface energy is $0.35\ \mathrm{J/m^2}$. If the whole of that energy were released on melting, the first-order free-energy balance derived below would lower the melting point by 234 K. With a melt--matrix energy of $0.30\ \mathrm{J/m^2}$ included, the same balance gives 27 K. The particle does not lose its outer interface when it melts; it exchanges one interface for another. The theorem identifies the difference that remains, and the propositions after it say when the crystal--melt energy enters and whether the particle melts at the calculated temperature.

\section{Setting and assumptions}

The particle has fixed mass $m$ and melts without change of composition. It does not mix with the matrix, which touches it in both states. The subscripts $s$, $l$ and $m$ on interface energies mean solid, liquid and matrix. Thus $\gamma_{sm}$, $\gamma_{lm}$ and $\gamma_{sl}$ are the three interface energies, taken as isotropic and constant. The densities are $\rho_s,\rho_l$, the latent heat per mass is $L>0$, and the bulk melting temperature at the matrix pressure is $T_m$. The all-solid particle is a sphere of radius $R$.

For the theorem, the matrix yields freely to a change of particle volume and stores no elastic energy. The depression is $D=T_m-T$, positive below the bulk melting point. Results are to first order in $1/R$, which requires $D\ll T_m$ and $R$ much larger than the interface thickness. Capillary compression of the particle stores an energy per volume of order (pressure)$^2$/modulus, hence of order $1/R^2$, and is dropped.

\paragraph{Lemma 1 (bulk driving force).} Let $g_s,g_l$ be the bulk Gibbs free energies per mass. Then $g_l-g_s=LD/T_m$ to first order in $D$.

\emph{Proof.} At $T_m$ the enthalpy difference is $L$. The free energies are equal there, so the entropy difference is $L/T_m$. For a constant heat-capacity difference $\Delta c_p=c_{p,l}-c_{p,s}$,
\begin{align}
\Delta h&=L+\Delta c_p(T-T_m),\qquad
\Delta s=\frac{L}{T_m}+\Delta c_p\ln\frac{T}{T_m},\\
g_l-g_s&=\Delta h-T\Delta s
=L\Bigl(1-\frac{T}{T_m}\Bigr)
+\Delta c_p\Bigl[(T-T_m)-T\ln\frac{T}{T_m}\Bigr]. \label{bulk}
\end{align}
The first term is $LD/T_m$. In the bracket put $T=T_m-D$ and use $-\ln(1-y)=y+y^2/2+\dots$ with $y=D/T_m$:
\begin{equation}
-D+(T_m-D)\Bigl(\frac{D}{T_m}+\frac{D^2}{2T_m^2}\Bigr)+\dots
=-\frac{D^2}{2T_m}+\dots
\end{equation}
The heat-capacity term is therefore of second order. $\square$

\paragraph{Lemma 2 (areas at fixed mass).} Spherical solid and liquid particles of mass $m$ satisfy
\begin{equation}
\frac{A_l}{A_s}=\Bigl(\frac{\rho_s}{\rho_l}\Bigr)^{2/3},\qquad
\frac{A_s}{m}=\frac{3}{\rho_sR},\qquad
\frac{dA_p}{dm}=\frac{2A_p}{3m}\quad(p=s,l). \label{areas}
\end{equation}

\emph{Proof.} From $m=\rho_p(4\pi/3)R_p^3$ we have $R_p=(3m/4\pi\rho_p)^{1/3}$. Hence $A_p=4\pi R_p^2=(36\pi)^{1/3}(m/\rho_p)^{2/3}$, which gives the first and third relations. The second is $4\pi R^2$ divided by $\rho_s(4\pi/3)R^3$. $\square$

\section{The theorem}

\paragraph{Theorem.} Define
\begin{equation}
\Gamma=\gamma_{sm}-\gamma_{lm}\Bigl(\frac{\rho_s}{\rho_l}\Bigr)^{2/3}.
\end{equation}
(a) The all-solid and all-liquid states of the closed particle have equal free energy at $T_0$, where
\begin{equation}
T_m-T_0=\frac{3T_m\Gamma}{\rho_sLR}. \label{three}
\end{equation}
(b) A solid particle and a separate liquid particle of the same mass have equal chemical potentials at $T_\mu$, where
\begin{equation}
T_m-T_\mu=\frac{2T_m\Gamma}{\rho_sLR}. \label{two}
\end{equation}

\emph{Proof.} The free energy of a particle in state $p$ is
\begin{equation}
G_p(m)=m g_p+\gamma_{pm}A_p(m).
\end{equation}
For (a), set $G_s=G_l$, divide by $m$, and use Lemma 2:
\begin{equation}
g_l-g_s=\frac{\gamma_{sm}A_s-\gamma_{lm}A_l}{m}
=\frac{A_s}{m}\,\Gamma=\frac{3\Gamma}{\rho_sR}.
\end{equation}
Lemma 1 replaces the left side by $LD/T_m$, and (\ref{three}) follows.

For (b), the chemical potential per mass is $dG_p/dm=g_p+2\gamma_{pm}A_p/(3m)$. Equating the two gives
\begin{equation}
g_l-g_s=\frac23\,\frac{\gamma_{sm}A_s-\gamma_{lm}A_l}{m}
=\frac{2\Gamma}{\rho_sR},
\end{equation}
and Lemma 1 gives (\ref{two}). $\square$

\paragraph{Remark 1 (two questions, two prefactors).} Equation (\ref{three}) compares two states of one particle. Equation (\ref{two}) concerns two particles that can pass matter through the matrix. That second balance is unstable: each $G_p$ contains $\gamma_{pm}m^{2/3}$, whose second derivative is negative, so transfer of a little mass in either direction lowers the total free energy. The prefactor 2 also follows from Laplace pressures when both surfaces behave like fluid surfaces. The pressure excess $2\gamma_{pm}/R_p$ raises the chemical potential by $2\gamma_{pm}/(\rho_pR_p)$. For the liquid, $R_l=R(\rho_s/\rho_l)^{1/3}$ turns this into $2\gamma_{lm}(\rho_s/\rho_l)^{2/3}/(\rho_sR)$, as in $\Gamma$.

\paragraph{Remark 2 (sign).} For equal densities $\Gamma=\gamma_{sm}-\gamma_{lm}$. The melting point falls if the matrix has the lower interface energy with the melt, and rises in the opposite case. If the melt is less dense, it has the larger area. Equal interface energies then give $\Gamma<0$, a rise of the melting point.

\section{Where the crystal--melt energy enters}

\paragraph{Proposition 1 (Young's relation).} Where crystal and melt meet on a fixed matrix wall at angle $\theta$, measured through the melt,
\begin{equation}
\gamma_{sm}-\gamma_{lm}=\gamma_{sl}\cos\theta,
\qquad |\gamma_{sm}-\gamma_{lm}|\le\gamma_{sl}. \label{young}
\end{equation}

\emph{Proof.} Let the contact line advance by $dx$ towards the crystal. Per unit length of line, crystal--wall area $dx$ becomes melt--wall area, and the crystal--melt interface grows by $\cos\theta\,dx$. The energy change $(\gamma_{lm}-\gamma_{sm}+\gamma_{sl}\cos\theta)\,dx$ vanishes in equilibrium. $\square$

So $\gamma_{sl}$ may replace the matrix difference when $\theta=0$, the case of complete wetting of the wall by the melt. The next case shows how the prefactors 3 and 2 then meet in one particle. From here to the end of this section the densities are equal and the cavity keeps its shape. Write $g=\rho_sLD/T_m$ for the driving force per volume.

\paragraph{Proposition 2 (complete wetting).} Let $\gamma_{sm}=\gamma_{sl}+\gamma_{lm}$, and let a crystal core of radius $a$ sit in a shell of melt, with no interaction between the two faces of the shell. On heating, the end states have equal free energy at $D=3T_m\gamma_{sl}/(\rho_sLR)$, and the barrier to melting vanishes at $D=2T_m\gamma_{sl}/(\rho_sLR)$.

\emph{Proof.} Relative to the all-liquid particle,
\begin{equation}
F(a)=4\pi a^2\gamma_{sl}-\frac{4\pi}{3}a^3g,\qquad
F'(a)=4\pi a^2\Bigl(\frac{2\gamma_{sl}}{a}-g\Bigr).
\end{equation}
Equality, $F(R)=0$, gives $g=3\gamma_{sl}/R$. The maximum of $F$ is at $a^*=2\gamma_{sl}/g$, the Gibbs--Thomson radius of a crystal in its own melt. While $a^*<R$, a shrinking core must climb to this maximum. Heating lowers $g$ and moves $a^*$ outwards until $a^*=R$, at $g=2\gamma_{sl}/R$. There the barrier is gone. Inserting each $g$ in $D=T_mg/(\rho_sL)$ proves the claim. $\square$

At equality $a^*=2R/3$, and since $g=2\gamma_{sl}/a^*$,
\begin{equation}
F(a^*)=4\pi a^{*2}\gamma_{sl}\Bigl(1-\frac23\Bigr)
=\frac{16\pi}{27}\gamma_{sl}R^2. \label{shellbarrier}
\end{equation}

\paragraph{Proposition 3 (partial wetting).} For $0<\theta<\pi/2$ and $g>0$, a stationary two-phase state whose crystal--melt interface is a single spherical cap meeting the wall has as its solid part the overlap of the cavity with a ball of radius $b=2\gamma_{sl}/g$. The centres are separated by $d$, where $d^2=R^2+b^2-2Rb\cos\theta$.

\emph{Proof.} Relative to the all-liquid state,
\begin{equation}
F=\gamma_{sl}A_{sl}+(\gamma_{sm}-\gamma_{lm})A_w-gV,
\end{equation}
with $A_{sl}$ the crystal--melt area, $A_w$ the crystal--wall area and $V$ the crystal volume. Moving a spherical interface outwards by $\delta n$ changes its area by $2\,\delta n/b$ per unit area, so stationarity requires $2\gamma_{sl}/b=g$. At the contact line Proposition 1 fixes $\theta$. The wedge of melt lies between the two tangent planes, so the radii drawn from a contact point to the two centres also enclose $\theta$. The law of cosines gives $d$. $\square$

The plane of the contact circle lies at $z=(d^2+R^2-b^2)/(2d)$ from the cavity centre. With cap heights $h_1=R-z$ and $h_2=z-d+b$,
\begin{align}
A_w&=2\pi Rh_1,\qquad A_{sl}=2\pi bh_2,\\
V&=\frac{\pi}{3}\bigl[h_1^2(3R-h_1)+h_2^2(3b-h_2)\bigr].
\end{align}
The melting barrier is $W=F-F_s$, where $F_s=4\pi R^2(\gamma_{sm}-\gamma_{lm})-\frac{4\pi}{3}R^3g$ is the all-solid value. Because $F$ is stationary in shape, $dW/dg=\frac{4\pi}{3}R^3-V>0$: the barrier falls on heating.

At $T_m$, $g=0$ and the interface is flat. A flat cut leaving a melt cap of height $h$ has area $\pi(2Rh-h^2)$ and puts melt on a wall area $2\pi Rh$. Its energy above the solid is
\begin{equation}
W(h)=\pi\gamma_{sl}\bigl[2Rh(1-\cos\theta)-h^2\bigr].
\end{equation}
The maximum, at $h=R(1-\cos\theta)$, is
\begin{equation}
W(T_m)=\pi\gamma_{sl}R^2(1-\cos\theta)^2. \label{flat}
\end{equation}
A particle with $\theta>0$ thus keeps a barrier even at the bulk melting point.

\section{A matrix that does not yield}

\paragraph{Proposition 4 (elastic confinement).} Let the cavity be stress-free around the solid. Let $e=\rho_s/\rho_l-1>0$ be the free volume expansion on melting, $K$ the bulk modulus of the melt and $G$ the shear modulus of an infinite linear elastic matrix. Confinement costs, per solid volume,
\begin{equation}
w=\frac{e^2}{2\left(\frac1K+\frac{3}{4G}\right)}. \label{elastic}
\end{equation}

\emph{Proof.} Let the cavity volume strain be $x$, so that its wall moves by $u_0=xR/3$. The matrix displacement is $u=u_0R^2/r^2$, with strains $-2u_0R^2/r^3$ along the radius and $u_0R^2/r^3$ in the two transverse directions. Their sum is zero, so the energy density is $G$ times the sum of their squares:
\begin{equation}
\int_R^\infty \frac{6Gu_0^2R^4}{r^6}\,4\pi r^2dr
=8\pi GRu_0^2=\frac{4\pi R^3}{3}\cdot\frac{2G}{3}x^2.
\end{equation}
The melt stores $K(e-x)^2/2$ per solid volume. Minimizing the sum over $x$ gives a common pressure $P=K(e-x)=4Gx/3$. Hence $e=P(1/K+3/4G)$, and the energy is $P(e-x)/2+Px/2=Pe/2$, which is (\ref{elastic}). $\square$

This energy belongs to the melt. Adding it to $G_l$, and using the actual cavity area, changes (\ref{three}) to
\begin{equation}
D=\frac{T_m}{\rho_sL}\left\{\frac3R\Bigl[\gamma_{sm}-\gamma_{lm}(1+x)^{2/3}\Bigr]-w\right\}. \label{stiff}
\end{equation}
Here $x$ is taken from the elastic balance alone. Interface tension would make it somewhat smaller, but the total energy of the melt state is stationary at the true $x$, so $D$ changes only in second order.

Equation (\ref{stiff}) compares the all-solid and all-liquid states only. Consider a crystal core surrounded by melt, so that both are under the same pressure. If they also have the same bulk modulus, the elastic energy grows as the square of the melted fraction, and a half-melted particle pays a quarter of it. A stiffer crystal raises this share, but it stays below half. This gain scales as $R^3$ and the cost of a crystal--melt interface as $R^2$. In a large enough particle a partly melted state therefore has the lowest free energy, and melting spreads over a range of temperature.

\section{A 5 nm particle}

The parameters are $T_m=900$ K, $L=130$ J/g, $\rho_s=6.20$ and $\rho_l=5.90\ \mathrm{g/cm^3}$, so $\rho_sL=806\ \mathrm{J/cm^3}$. The interface energies are $\gamma_{sm}=0.35$, $\gamma_{lm}=0.30$ and $\gamma_{sl}=0.07\ \mathrm{J/m^2}$. The area ratio is $1.0336$, and
\begin{align}
\Gamma&=0.35-0.30\times1.0336=0.0399\ \mathrm{J/m^2},\\
T_m-T_0&=\frac{3\times900\times0.0399}{(8.06\times10^8)(5\times10^{-9})}\ \mathrm{K}=26.7\ \mathrm{K}.
\end{align}
Thus $T_0=873$ K. Equal chemical potentials give 17.8 K. Ignoring the density change gives 33.5 K instead of 26.7 K, because a small difference of large terms is sensitive to the 3\% larger melt area. At radii of 10 and 20 nm the closed-particle depression is 13.4 and 6.7 K. If $\gamma_{sm}$ is changed to $0.28\ \mathrm{J/m^2}$ with all else fixed, $\Gamma=-0.0301\ \mathrm{J/m^2}$ and the equilibrium melting point of the 5 nm particle rises by 20 K.

\paragraph{Does it melt at $T_0$?} Equation (\ref{young}) gives $\cos\theta=0.05/0.07=0.714$, or $\theta=44^\circ$. With equal densities, Proposition 3 gives a barrier of 28 eV, or $378\,k_BT$, at the equal-free-energy temperature of 866.5 K. At 877.7 K, where the chemical potentials are equal, it is still $174\,k_BT$. At both temperatures the matrix of second derivatives of $F$ in $b$ and $d$, found by finite differences, has a negative determinant, so the state is a saddle. At $T_m$, (\ref{flat}) gives 2.8 eV, or $36\,k_BT$.

A barrier is crossed in time $t$ when $W/k_BT$ is at most about $\ln(\nu t)$, where $\nu$ is the trial rate of the particle. For an assumed $\nu$ of $10^{13}$ to $10^{16}\ \mathrm{s^{-1}}$, this logarithm is 30 to 37 for one second and 12 to 18 for 10 ns. In this equal-density model, with these interface energies, slow heating therefore melts the particle near the bulk melting point, and a 10 ns pulse must go above it. The equilibrium depression does not appear on heating. Expansion of the melt against the interface tension would raise these temperatures by several kelvin more.

The conclusion depends strongly on $\theta$. With $\gamma_{sl}=0.06\ \mathrm{J/m^2}$ and the other energies unchanged, $\theta=34^\circ$ and (\ref{flat}) gives only $10.5\,k_BT$ at $T_m$, so the particle would melt below $T_m$ on slow heating. The energy of the contact line is also left out. A value of $10^{-11}$ J/m, of either sign, would change the barrier of $36\,k_BT$ by about half.

Complete wetting behaves differently. With equal densities and $\gamma_{sl}$ held at $0.07\ \mathrm{J/m^2}$, the end states are equal at a depression of 46.9 K, where (\ref{shellbarrier}) gives a barrier of 20 eV. The barrier vanishes at 31.3 K, so here melting below $T_m$ is reached on heating.

\paragraph{Size of the neglected effects.} With $\Delta c_p=0.05$ J/(g K), solving the full balance with (\ref{bulk}) numerically changes 26.7 K to 26.9 K. Capillary compression, for rough bulk moduli of 40 GPa (solid) and 15 GPa (melt), adds about 0.3 K to the depression. Other effects are not small:
\begin{itemize}
\item A 10\% change of $\gamma_{sm}$ moves the result by 23 K.
\item If the crystal is a truncated octahedron with regular faces, its area is 1.099 times that of the equal-volume sphere. At the same $\gamma_{sm}$ this adds 23 K to the depression.
\item Let each interface energy vary as $\gamma(1-2\delta/R)$, with $\delta$ its Tolman length. A mismatch of 0.1 nm between the two lengths changes $\Gamma$ by about $0.30\times0.2/5=0.012\ \mathrm{J/m^2}$, or 8 K.
\end{itemize}

\paragraph{Beside a real memory material.} The bulk values are rough ones in the regime of Ge--Sb--Te alloys. The interface energies are model choices, and their uncertainty alone can be as large as the predicted shift. An oxide-like dielectric is stiff, which breaks the assumption of free yielding. For rough moduli $K=15$ GPa and $G=30$ GPa, the expansion $e=5.08\%$ gives $x=1.39\%$, a melt pressure of 0.55 GPa and $w=14.1\ \mathrm{J/cm^3}$. The elastic term raises the melting point by $900\times14.1/806=15.7$ K, and (\ref{stiff}) leaves a net depression of about 16 K in place of 26.7 K. This rise assumes a cavity that is stress-free around the solid at the melting temperature. If the cavity is instead stress-free around the melt, as it may be after a cell has solidified from its melt, a solid that stays attached to the wall is held in tension, and the elastic term lowers the melting point. Thermal misfit between particle and matrix changes the term as well. The elastic law is linear in $e$, which limits $w$ to an accuracy of a few per cent here. Voids or plastic flow would relax part of this pressure. An alloy that separates on melting or reacts with its surroundings lies outside the theorem. For these parameters even the sign of the net shift needs $\gamma_{sm}-\gamma_{lm}$ known to better than about $0.04\ \mathrm{J/m^2}$ if the matrix yields, and about $0.024\ \mathrm{J/m^2}$ if it is stiff and the cavity is stress-free around the solid.
